# Zerbst Analysis of a Pulsed MOS Capacitor with Separated Generation Sources

## Result

A metal-oxide-semiconductor capacitor on uniformly doped p-type silicon is stepped into deep depletion and then held at constant gate voltage. Its high-frequency capacitance per area $C(t)$ rises to a final value $C_f$ as electrons collect at the oxide interface. With acceptor density $N$, intrinsic density $n_i$, silicon permittivity $\varepsilon$ and oxide capacitance per area $C_{ox}$,

$$-\frac{d}{dt}\left(\frac{C_{ox}}{C}\right)^2=\frac{2n_iC_{ox}}{N\varepsilon}\,g,\qquad W=\varepsilon\left(\frac1C-\frac1{C_{ox}}\right). \tag{1}$$

Here $W$ is the depletion width, and $g$ is a velocity defined so that $qn_ig$ is the generation current per gate area. For a circular gate of radius $r$, while generation is far from equilibrium,

$$g_r(W)=\frac{W_g(W)}{\tau_g}+v_{qn}+\frac2r\,(s_0W+\beta). \tag{2}$$

The terms are generation in the depletion volume (lifetime $\tau_g$), one-dimensional diffusion from the quasi-neutral bulk ($v_{qn}$), and perimeter supply. The perimeter part contains surface generation, with velocity $s_0$ on a ring modelled as active over the width $W$, and a diffusion correction $\beta$ taken as independent of $W$. The ring law affects the meaning of $s_0$, but not the removal of the perimeter by comparing two radii. The generating width is

$$W_g=\sqrt{W^2-W_f^2+w_n^2}-w_p, \tag{3}$$

where $W_f$ is the final $W$, and $w_n,w_p$ follow from doping and temperature in (9).

The classical Zerbst line replaces $W_g$ by $W-W_f$ and all other sources by a constant $s_{eff}$:

$$-\frac{d}{dt}\left(\frac{C_{ox}}{C}\right)^2=\frac{2n_i}{N\tau_g}\frac{C_{ox}}{C_f}\left(\frac{C_f}{C}-1\right)+\frac{2n_iC_{ox}s_{eff}}{N\varepsilon}. \tag{4}$$

Equation (1) is a charge balance. Equation (4) adds an approximation, and its slope is not purely a volume term. Two gate radii compared at equal $W$ separate the sources.

**Geometric condition.** Equation (2), with a planar $v_{qn}$ and a common $\beta$, is justified when $r$ is much larger than the electron diffusion length $L$, or when a guard electrode is pulsed with the gate. Without either, bulk diffusion can be three-dimensional. Comparing two radii still removes a side supply proportional to $1/r$, but any other dependence on $r$ biases the extracted $v_{qn}$.

## Charge balance

Let $V$ be the gate voltage minus the flat-band voltage, and $Q_n>0$ the magnitude of the inversion charge per area, treated as a sheet at the interface. The depletion charge has magnitude $qNW$. Integrating the linear field across the depletion layer gives the band bending $qNW^2/(2\varepsilon)$, so

$$V=\frac{qNW+Q_n}{C_{ox}}+\frac{qNW^2}{2\varepsilon}. \tag{5}$$

The probe signal is too fast to change $Q_n$. At fixed $Q_n$ the added charge is $dQ=qN\,dW$, and (5) gives $dV=dQ\,(1/C_{ox}+W/\varepsilon)$. Hence $1/C=1/C_{ox}+W/\varepsilon$, which is the second part of (1).

During the slow transient $V$ is fixed instead. Differentiating (5) in time and multiplying by $C_{ox}$,

$$0=qN\dot W+\dot Q_n+\frac{qNC_{ox}W}{\varepsilon}\dot W .$$

Since $1+C_{ox}W/\varepsilon=C_{ox}/C$ and $\dot W=\varepsilon\,d(1/C)/dt=(\varepsilon/C_{ox})\,d(C_{ox}/C)/dt$,

$$\dot Q_n=-qN\frac{C_{ox}}{C}\dot W
=-\frac{qN\varepsilon}{C_{ox}}\frac{C_{ox}}{C}\frac{d}{dt}\frac{C_{ox}}{C}
=-\frac{qN\varepsilon}{2C_{ox}}\frac{d}{dt}\left(\frac{C_{ox}}{C}\right)^2 .$$

Without gate leakage, $\dot Q_n=qn_ig$, and (1) follows. The minus sign expresses that $W$ shrinks as electrons arrive.

To obtain (4), set $g=(W-W_f)/\tau_g+s_{eff}$ and use

$$\frac{C_{ox}}{\varepsilon}(W-W_f)=\frac{C_{ox}}C-\frac{C_{ox}}{C_f}=\frac{C_{ox}}{C_f}\left(\frac{C_f}{C}-1\right).$$

## Where the depletion layer generates

Take midgap centres with equal electron and hole lifetimes $\tau$. The net Shockley-Read-Hall generation rate is

$$U=\frac{n_i^2-np}{\tau(n+p+2n_i)} .$$

Let $V_t=k_BT/q$, and let $\psi$ be the band bending measured from the bulk. The electron quasi-Fermi level is taken as flat across the depletion layer and split from the hole level by $q\varphi$. For nondegenerate carriers,

$$p=Ne^{-\psi/V_t},\qquad n=\frac{n_i^2}{N}e^{(\psi-\varphi)/V_t},\qquad np=n_i^2e^{-\varphi/V_t}.$$

Therefore, with $\tau_g=2\tau$,

$$U=\frac{n_i}{\tau_g}\,\frac{1-e^{-\varphi/V_t}}{1+(n+p)/(2n_i)} . \tag{6}$$

For $\varphi\gg V_t$, both carriers are scarce well inside the layer and $U=n_i/\tau_g$. The rate falls to half this value where $p=2n_i$ on the bulk side and where $n=2n_i$ on the surface side. With $\varphi_F=V_t\ln(N/n_i)$, these planes lie at

$$\psi_p=\varphi_F-V_t\ln2,\qquad \psi_n=\varphi+\varphi_F+V_t\ln2. \tag{7}$$

Each edge of $U$ is a smooth step in $\psi$, antisymmetric about its half-height. Replacing it by a sharp step preserves the integral to leading order, when the field changes little over a few $V_t$.

The planes must be converted to depths. Outside the inversion layer, Poisson's equation with field $F$ gives

$$\frac{d}{d\psi}\frac{F^2}{2}=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_t}\right).$$

Integrating from the field-free bulk and dropping the small final exponential gives $F^2=(2qN/\varepsilon)(\psi-V_t)$. Define $K^2=2\varepsilon/(qN)$; then $F=(2/K)\sqrt{\psi-V_t}$. Integrating $dx=d\psi/F$ gives the distance from the effective depletion edge, $x=K\sqrt{\psi-V_t}$. Hence

$$W_g=K\sqrt{\psi_n-V_t}-K\sqrt{\psi_p-V_t}. \tag{8}$$

The splitting $\varphi$ must now be expressed through $W$. If $n_s$ is the surface electron density, the surface band bending obeys $\psi_s-\varphi=V_t\ln(n_sN/n_i^2)$. Once inversion has formed, this changes only logarithmically with $n_s$. Treating $W^2/K^2-\varphi$ as constant, and fixing the constant at the final state $\varphi=0$, gives $\varphi\approx(W^2-W_f^2)/K^2$. Inserting this and (7) into (8) yields (3), with

$$w_n^2=K^2(\varphi_F-V_t+V_t\ln2),\qquad w_p^2=K^2(\varphi_F-V_t-V_t\ln2). \tag{9}$$

The excess $W_g-(W-W_f)$ is $w_n-w_p$ at $W=W_f$ and tends to $W_f-w_p$ for large $W$. In the example these limits are 0.06 and 0.32 µm. The classical width therefore misses a length that grows with $W$, which distorts both slope and intercept.

## Bulk diffusion

Let $y$ be the distance into the quasi-neutral bulk, $D$ the electron diffusivity, $L=\sqrt{D\tau}$ and $n_0=n_i^2/N$. The deficit $u=n_0-n$ obeys $Du''=u/\tau$. Far from equilibrium, $u(0)=n_0$; an ohmic back contact at depth $d$ imposes $u(d)=0$. The solution is

$$u=n_0\frac{\sinh[(d-y)/L]}{\sinh(d/L)} .$$

The flux into the depletion layer is $-Du'(0)$. Dividing by $n_i$,

$$v_{qn}=\frac{n_iD}{NL}\coth\frac dL . \tag{10}$$

For $d\gg L$ this tends to $n_iD/(NL)$. For $d\ll L$ it tends to $n_iD/(Nd)$, independent of lifetime, because the contact supplies the electrons. If the back surface neither generates nor recombines, the condition is $u'(d)=0$. The solution is then $n_0\cosh[(d-y)/L]/\cosh(d/L)$, and $\coth$ in (10) becomes $\tanh$. Unless $d\gg L$, the back surface must therefore be known before $v_{qn}$ is converted into a lifetime.

**Finite gates.** An unguarded gate also draws electrons from the side. For an estimate, replace it by a hemisphere of equal area, $a=r/\sqrt2$, in a thick wafer whose free top surface is inert. The spherical solution $u=n_0(a/\rho)e^{-(\rho-a)/L}$ has $-u'(a)=n_0(1/a+1/L)$, so

$$v_{qn}^{3D}\approx\frac{n_iD}{N}\left(\frac{\sqrt2}{r}+\frac1L\right). \tag{11}$$

The hemisphere overstates the side term. For a flat disc the coefficient of $1/r$ falls from $4/\pi$ at $r\ll L$ to 1 at $r\gg L$, so the side supply is not exactly proportional to $1/r$. For $r\gg L$ it is a perimeter correction, which is the role of $\beta$ in (2). For $r\lesssim L$ it can dominate, and the planar formula does not describe a single gate.

A guard electrode pulsed with the gate, and extending several $L$ beyond it, restores nearly planar diffusion. The gap should be much narrower than $L$ but wider than $2W$, so that the depleted rings do not merge. If the gate collects the bulk flux beneath half a gap of width $b$, the extra area fraction is $(2/r)(b/2)$, so $\beta=v_{qn}b/2$.

## Surface generation

For surface centres of the same midgap type, the velocity under the gate is $s_0/[1+(n_s+p_s)/(2n_i)]$ far from equilibrium, where $p_s$ is the surface hole density. It equals $s_0$ on a depleted surface but collapses once $n_s\gg n_i$. Inversion thus switches off the gated surface early in the transient.

Part of the depleted surface beside the gate remains active. In the simplest model its width is $W$, equal lateral and vertical spreading. Its area is $2\pi rW$; division by $\pi r^2$ gives $2W/r$ and the surface term in (2). This overstates the ring. By the same rate law, its inverted inner part and its hole-rich outer part hardly generate, so the active width is smaller than $W$ and becomes small as $W$ approaches $W_f$. This holds for an ungated surface near flat band. At $N=10^{15}$ cm$^{-3}$, positive fixed oxide charge of about $5\times10^{10}$ cm$^{-2}$ depletes the whole ungated surface enough to generate, and $10^{11}$ cm$^{-2}$ inverts it. The active width is then set by the layout and can far exceed $W$. The $s_0$ obtained from (2) is therefore an effective value, not a precise surface property.

Splitting $W=(W-W_f)+W_f$ shows what the classical line measures in this ring model, if the error of its generation width and $\beta$ are ignored:

$$\frac1{\tau_{app}}\approx\frac1{\tau_g}+\frac{2s_0}{r},\qquad s_{eff}\approx\frac{2s_0W_f}{r}+v_{qn}. \tag{12}$$

Surface generation enters the slope, so one gate cannot separate it from volume generation. Its term in the intercept comes from treating the whole ring as active; it is largely absent when the active width vanishes near $W_f$.

## Procedure

1. Measure $C(t)$ on two gates of radii $r_1<r_2$ with the same $V$, temperature and material and, if guarded, the same gap width, so that $\beta$ is common to both. Convert to $W$ and obtain $g_r$ from (1).
2. At equal $W$, form
$$h(W)=\frac{g_{r_1}-g_{r_2}}{2/r_1-2/r_2}=s_0W+\beta. \tag{13}$$
The slope of $h$ is $s_0$ within the ring model. On a real device the intercept should not be read as $\beta$: a partly active ring lowers it, and an ungated surface depleted by oxide charge raises it.
3. Remove the perimeter: $g_\infty=g_{r_2}-(2/r_2)h$.
4. Plot $g_\infty$ against $W_g$. The slope is $1/\tau_g$ and the intercept is $v_{qn}$.

Fit only where $\varphi\gg V_t$. Near equilibrium the sources carry the factor $1-e^{-\varphi/V_t}$, and the plot bends to zero instead of ending at the extrapolated intercept. Exclude the first instants too, before inversion has formed.

## Worked example

The model is silicon at 360 K with $N=10^{15}$ cm$^{-3}$, a 100 nm oxide and $V=6$ V. It has $\tau=100$ µs, hence $\tau_g=200$ µs, and $s_0=20$ cm/s. The gate radii are 0.125 and 0.5 mm on a 500 µm wafer. Since $L=528$ µm, the gates are taken as guarded: planar diffusion is imposed and $\beta=0$.

The synthetic transient was computed from Poisson's equation with mobile electrons and holes, the integral of (6), and the small-signal capacitance at fixed $Q_n$. The ring law and planar diffusion were inputs, so their recovery tests the separation, not the geometry.

**Widths.** The permittivity ratio of three makes $\varepsilon/C_{ox}=0.300$ µm. The initial and final capacitances, 3.707 and 9.438 nF/cm², give

$$W_0=0.300\left(\frac{34.53}{3.707}-1\right)=2.49\ \mu\text{m},\qquad W_f=0.300\left(\frac{34.53}{9.438}-1\right)=0.798\ \mu\text{m}.$$

With $w_n=0.532$ µm and $w_p=0.477$ µm, equation (3) at $W=1.77$ µm gives $W_g=1.19$ µm. Direct integration gives 1.18 µm; $W-W_f$ is 0.98 µm. Over the fit range, 1.22 to 2.33 µm, the largest error relative to the integral is 2.3% for (3) and 26.5% for $W-W_f$.

**Perimeter.** The radius factor is $2/r_1-2/r_2=160-40=120$ cm$^{-1}$. At the ends of the fit range,

$$h(1.222\ \mu\text{m})=\frac{1.1882-0.8755}{120}=2.61\times10^{-3}\ \text{cm}^2/\text{s},$$

$$h(2.325\ \mu\text{m})=\frac{2.1662-1.5825}{120}=4.86\times10^{-3}\ \text{cm}^2/\text{s}.$$

Their difference divided by $1.103\times10^{-4}$ cm gives $s_0=20.5$ cm/s. A fit of the whole range through the origin, allowed here because the synthetic ring has width $W$ and $\beta=0$, gives 20.9 cm/s. The gated surface contributes at most $1.1\times10^{-4}$ cm/s in this range, confirming that it is screened.

**Volume and bulk.** Subtracting $40h$ from the larger gate leaves $g_\infty=0.771$ and 1.388 cm/s. The corresponding $W_g$ are 0.591 and 1.771 µm, so

$$\frac1{\tau_g}=\frac{1.388-0.771}{1.180\times10^{-4}\ \text{cm}}\ \text{cm/s}\approx5.23\times10^3\ \text{s}^{-1},$$

or $\tau_g\approx191$ µs. The intercept is $0.771-5230\times0.591\times10^{-4}\approx0.46$ cm/s. A fit to the full range gives:

| Quantity | Input | Using $W_g$ | Using $W-W_f$ |
|---|---:|---:|---:|
| $\tau_g$ (µs) | 200 | 193 | 181 |
| $v_{qn}$ (cm/s) | 0.450 | 0.457 | 0.535 |

The classical analysis overstates $v_{qn}$ by 19% even after the perimeter has been removed. About 15% is due to the width itself and the rest to the error of (1) discussed below. With the true generation current in place of (1), $W-W_f$ gives 188 µs and 0.518 cm/s, and $W_g$ gives 200 µs and 0.443 cm/s. The close value 0.457 cm/s is thus partly a cancellation between the errors of (1) and (3). Without that removal, the classical lines give $\tau_{app}=114$ and 157 µs for the small and large gates, with $s_{eff}=0.81$ and 0.60 cm/s. Equation (12) predicts 122 and 172 µs, and 0.71 and 0.51 cm/s. With the true generation current the classical lines give 118 and 164 µs, and 0.78 and 0.58 cm/s. The missing generation width therefore explains most of the intercept difference but only about half of the lifetime difference; the rest is the error of (1).

**Residual error.** The charge balance deviates by up to 4.4% from the full electrostatic solution. One cause is the finite depth $z$ of the inversion charge, which adds $Q_nz/\varepsilon$ to (5). Taking $z\sim V_t/F$ at the initial peak field, 0.0386 MV/cm, gives $z\approx8$ nm. Relative to $1/C_{ox}$ the correction is $zC_{ox}/\varepsilon\approx8/300$, or 2.7%. It makes $g$ inferred from (1) too large, consistent with the short $\tau_g$ and large $s_0$ recovered. A thinner oxide makes this correction more important.

**Temperature.** The equivalent length $v_{qn}\tau_g$ is 901 nm at 360 K but 12 nm at 300 K, with lifetimes, mobility, doping and wafer thickness held fixed. The latter is comparable with the 17 nm error of $W_g$ found at mid-range at 360 K. For these parameters, heating makes bulk diffusion much easier to resolve in the intercept.

## Use on real devices

The doping, oxide and lifetime are rough values for a silicon lifetime test on a heated chuck; clean material can have much longer lifetimes. The intrinsic density, $6.3\times10^{11}$ cm$^{-3}$, is also a rough model value. Since (1) determines $n_ig$, an error in $n_i$ rescales every extracted velocity and $1/\tau_g$. The model's temperature law, $n_i\propto T^{3/2}\exp[-0.60\ \text{eV}/(k_BT)]$, gives a relative change of $1.5/T+0.60\ \text{V}/(V_tT)\approx5.8\%$ per kelvin. Chuck temperature therefore needs close control.

**Unguarded gates.** With $n_iD/N=0.0176$ cm²/s, equation (11) gives about 2.3 cm/s for the small gate and 0.8 cm/s for the large one, against the planar 0.45 cm/s. These are only estimates; flat discs on the 500 µm wafer with its ohmic contact give 2.1 and 0.82 cm/s. The planar formula fails for each gate without a guard. The two-radius subtraction of these disc values leaves 0.39 cm/s, 14% below the planar value. The back surface matters as well: replacing the ohmic contact by an inert surface lowers the planar value to 0.25 cm/s.

**Field-enhanced emission.** A carrier may climb part of a trap barrier thermally and tunnel through the rest. With trap depth $q\Delta$, tunnelling mass $m$ and remaining barrier $q\Delta u$, the triangular-barrier estimate of the fractional rate increase is

$$\Gamma=\frac{\Delta}{V_t}\int_0^1\exp\left(\frac{\Delta u}{V_t}-\kappa u^{3/2}\right)du,\qquad \kappa=\frac{4\sqrt{2m}(q\Delta)^{3/2}}{3q\hbar F}.$$

For $\Delta=0.55$ V and $m$ equal to 0.25 electron masses, both rough, $\Gamma=0.41$ at the initial peak field and 0.23 at the surface field for the lowest fitted $W$. Widening the layer adds a generating slice at a field somewhat below the surface field, so the local slope becomes $(1+\Gamma)/\tau_g$ with $\Gamma$ taken at that slice. With these values a true 200 µs would appear as roughly 145 to 165 µs over the fit range, and the curvature would also shift the intercept. The bare exponential overstates tunnelling through the thin barriers that matter at such low fields. The Airy-function form of the same barrier gives $\Gamma\approx0.28$ and 0.16, and a correspondingly smaller shift. A centre that attracts one carrier type also has its Coulomb barrier lowered. Along the field this multiplies the emission rate of that carrier by about 4 at the peak. Generation needs electron and hole emission in turn, so if the two rates were equal and the other is unchanged, it rises only by a factor $2\times4/(4+1)=1.6$.

**Trap level.** A level $q\delta$ away from midgap, with equal lifetimes, replaces $2n_i$ in the rate denominator by $2n_i\cosh(\delta/V_t)$. Thus $\tau_g=2\tau\cosh(\delta/V_t)$. At 360 K, $\delta=0.1$ V raises $\tau_g$ from 200 µs to about 2.5 ms while the bulk diffusion lifetime stays near $\tau$. The planes in (7) also move. The two lifetimes should therefore not be equated without knowing the trap.

**Smaller effects.** Volume generation beneath the lateral ring, taken as a quarter-cylinder, is $\pi W/(4\tau_gs_0)=4.9\%$ of the ring's surface generation at the initial width. Because it grows as $W^2$, it raises the slope of $h$ by about 7% over the fit range. Equation (1) also neglects the fringing capacitance at the gate edge, a relative correction of order $W/r$, or about 2% for the small gate at the initial width. The difference in (13) magnifies it, so it can shift $s_0$ noticeably. The avalanche integral is about $10^{-13}$. The oxide field reaches 0.53 MV/cm, where the tunnelling exponent is roughly $-460$. Final surface electrons reach 0.09 of the conduction-band effective density, so degeneracy is weak. The 100 µs diffusion time is about $10^{-4}$ of the 1.0 s in which the small gate completes 90% of its width recovery, which supports steady diffusion. The numerical output lists the remaining values.

## Numbers as computed

```
temperature: 360 K; thermal voltage: 31.02 mV
acceptor density: 1.0e+15 cm^-3; intrinsic density: 6.291e+11 cm^-3
oxide thickness: 100 nm; Cox: 34.53 nF/cm2
gate step from flat band: 6.0 V; phi_F: 0.2287 V
input tau: 100 us; input tau_g: 200 us
input s0: 20.0 cm/s; mobility: 900 cm2/Vs
D: 27.92 cm2/s; L: 528 um; wafer: 500 um
quasi-neutral velocity, formula: 0.4503 cm/s
quasi-neutral velocity, finite differences: 0.4503 cm/s
initial C: 3.707 nF/cm2; final C: 9.438 nF/cm2
initial W: 2.4944 um; closed formula: 2.4944 um
final W_f: 0.7976 um
w_n: 0.5324 um; w_p: 0.4773 um
fit range of W: 1.222 to 2.325 um
smallest phi/Vt in fit range: 20.4
charge identity, largest deviation: 4.43 %
Wg formula, largest deviation: 2.26 %
W-Wf as width, largest deviation: 26.5 %
at W = 1.773 um: Wg = 1.194 um, W-Wf = 0.976 um
  SRH integral there: 1.177 um
gated surface, largest in fit range: 1.12e-04 cm/s
gate radius 0.125 mm: 90 % of W recovery in 1.011 s
  g at W = 1.222 um: 1.1882 cm/s; at 2.325 um: 2.1662 cm/s
  classical line: tau_app 113.6 us, s_eff 0.8090 cm/s
  simple prediction: tau_app 122.0 us, s_eff 0.7056 cm/s
gate radius 0.500 mm: 90 % of W recovery in 1.377 s
  g at W = 1.222 um: 0.8755 cm/s; at 2.325 um: 1.5825 cm/s
  classical line: tau_app 157.3 us, s_eff 0.6031 cm/s
  simple prediction: tau_app 172.4 us, s_eff 0.5142 cm/s
two radii: recovered s0: 20.881 cm/s
zero perimeter, against Wg: tau_g 192.5 us, v_qn 0.4573 cm/s
zero perimeter, against W-Wf: tau_g 180.5 us, v_qn 0.5345 cm/s
v_qn*tau_g at 360 K: 900.7 nm; at 300 K: 12.4 nm
peak silicon field: 0.0386 MV/cm
trap-tunnelling gain at initial peak field: 0.406
  at surface field for lowest fitted W: 0.228
  mean over initial depletion layer: 0.226
Poole-Frenkel lowering at peak: 43.6 meV; rate factor 4.07
avalanche ionization integral: 1.6e-13
final oxide field: 0.529 MV/cm; tunnelling exponent: -457
final surface electrons / Nc: 0.086
lateral volume / ring generation at initial W: 0.049
diffusion time tau / shortest recovery time: 9.9e-05
```
